\section*{Diffusion eigenvalues and stability for a two-by-two diffusion matrix}

\section*{Question}

I have a three-component solid solution. One component is eliminated, and the other two obey coupled diffusion equations with the matrix
\[
\begin{pmatrix}2&1\\0.5&1\end{pmatrix}
\]
in some unit of diffusivity. I am asked for its eigenvalues and eigenvectors, and then to ``check the stability of every composition disturbance''.

The second part is where I am stuck. There are infinitely many disturbances, so how can two eigenvalues cover them all? I also tried a start in which only component 1 varies in space. The equations then make a variation of component 2 grow from nothing, which looks like an instability. And should the matrix not be symmetric, according to Onsager?

\section*{Answer}

\subsection*{From all disturbances to one small problem}

Let $c_1(x,t)$ and $c_2(x,t)$ be small departures from a uniform composition. I assume a single phase, constant molar volume and a constant diffusion matrix. With $D_0>0$ as the unit of diffusivity, the fluxes are
\begin{equation}
\mathbf J=-D_0M\,\frac{\partial \mathbf c}{\partial x},\qquad
M=\begin{pmatrix}2&1\\ \tfrac12&1\end{pmatrix},\qquad
\mathbf c=\begin{pmatrix}c_1\\c_2\end{pmatrix}.
\end{equation}
Conservation, $\partial\mathbf c/\partial t=-\partial\mathbf J/\partial x$, gives
\begin{equation}
\frac{\partial\mathbf c}{\partial t}=D_0M\,\frac{\partial^2\mathbf c}{\partial x^2}.
\label{eq:pde}
\end{equation}

In a periodic sample, any disturbance is a sum of sines and cosines. In a sealed sample, $\mathbf J=0$ at the ends. Since $\det M\neq0$, this means $\partial\mathbf c/\partial x=0$ there, and cosines suffice. The equation is linear and its coefficients do not depend on position, so each wave evolves by itself. Insert $\mathbf c=\mathbf a(t)\cos kx$. Two derivatives of the cosine give $-k^2\cos kx$, and therefore
\begin{equation}
\frac{d\mathbf a}{dt}=-D_0k^2M\mathbf a .
\label{eq:ode}
\end{equation}
A sine gives the same equation. So the infinitely many disturbances differ in $k$ and in the starting vector $\mathbf a(0)$, but the same matrix governs all of them.

\subsection*{Eigenvalues and eigenvectors}

The eigenvalues satisfy $\det(M-\lambda I)=0$:
\begin{align}
(2-\lambda)(1-\lambda)-1\cdot\tfrac12&=0,\nonumber\\
\lambda^2-3\lambda+\tfrac32&=0,\nonumber\\
\lambda_\pm=\frac{3\pm\sqrt{9-6}}{2}&=\frac{3\pm\sqrt3}{2}.
\end{align}
Numerically, $\lambda_+=2.366$ and $\lambda_-=0.634$. Both are positive.

For an eigenvector $(v_1,v_2)$, the first row of $(M-\lambda I)\mathbf v=0$ reads $(2-\lambda)v_1+v_2=0$, so $v_2=(\lambda-2)v_1$. With $v_1=1$,
\begin{equation}
\mathbf v_\pm=\begin{pmatrix}1\\ r_\pm\end{pmatrix},\qquad
r_\pm=\lambda_\pm-2=\frac{-1\pm\sqrt3}{2},
\end{equation}
that is, $r_+=0.366$ and $r_-=-1.366$. The second row requires $\tfrac12+(1-\lambda)(\lambda-2)=0$. Multiplied out, this is $-\lambda^2+3\lambda-\tfrac32=0$, the characteristic equation again, so it holds.

In the fast mode the two components vary in phase. In the slow mode they vary in antiphase: where component 1 is in excess, component 2 is depleted.

\subsection*{Why this settles every disturbance}

The two eigenvectors are independent, so any starting vector can be written as $\alpha\mathbf v_++\beta\mathbf v_-$. The solution of (\ref{eq:ode}) is then
\begin{equation}
\mathbf a(t)=\alpha\mathbf v_+e^{-\lambda_+D_0k^2t}
+\beta\mathbf v_-e^{-\lambda_-D_0k^2t}.
\label{eq:modes}
\end{equation}
For $k\neq0$ both exponentials go to zero, whatever $\alpha$ and $\beta$ are. The case $k=0$ is different: a uniform shift of composition does not change at all, because there are no gradients and material is conserved. The accurate statement is therefore that \emph{every disturbance of zero mean decays, and a uniform shift is neutral}.

There is also a check that needs no eigenvalues. Take $E=a_1^2+2a_2^2$, which is positive unless $\mathbf a=0$. From (\ref{eq:ode}),
\begin{align}
\frac{dE}{dt}&=2a_1\dot a_1+4a_2\dot a_2\nonumber\\
&=-D_0k^2\left[2a_1(2a_1+a_2)+4a_2\left(\tfrac12a_1+a_2\right)\right]\nonumber\\
&=-D_0k^2\left[4a_1^2+4a_1a_2+4a_2^2\right]\nonumber\\
&=-2D_0k^2\left[a_1^2+a_2^2+(a_1+a_2)^2\right].
\end{align}
The bracket is a sum of squares, so $E$ falls at all times for every nonzero wave with $k\ne0$.

\subsection*{Where Onsager's symmetry sits}

Onsager's relations concern the matrix $L$ that links fluxes to gradients of chemical potential, not the matrix that links them to gradients of composition. Near equilibrium the relevant potentials are $\boldsymbol\mu=G\mathbf c$, where $G$ is the symmetric matrix of second derivatives of the free energy. Then $\mathbf J=-L\,\partial\boldsymbol\mu/\partial x=-LG\,\partial\mathbf c/\partial x$. A product of two symmetric matrices need not be symmetric.

Your matrix is compatible with this structure. Choose $G=\mathrm{diag}(1,2)$ in suitable units. Then
\begin{equation}
L=MG^{-1}=\begin{pmatrix}2&1\\ \tfrac12&1\end{pmatrix}
\begin{pmatrix}1&0\\0&\tfrac12\end{pmatrix}
=\begin{pmatrix}2&\tfrac12\\ \tfrac12&\tfrac12\end{pmatrix},
\end{equation}
which is symmetric. Its trace is $\tfrac52$ and its determinant is $\tfrac34$, so it is also positive definite. For this choice, $E=\mathbf a^{T}G\mathbf a$ is proportional to the excess free energy of the wave, and its decay is the second law at work. The matrix $M$ alone does not tell us the free energy of a particular alloy; this $G$ shows that a suitable one exists.

\subsection*{Your growing second component}

Start with $\mathbf a(0)=(A,0)$. The weights obey $\alpha+\beta=A$ and $\alpha r_++\beta r_-=0$. Substituting $\beta=A-\alpha$ in the second equation gives $\alpha(r_+-r_-)=-r_-A$. Since $r_+-r_-=\sqrt3$,
\begin{equation}
\alpha=-\frac{r_-A}{\sqrt3}=0.789A,\qquad
\beta=\frac{r_+A}{\sqrt3}=0.211A .
\end{equation}
The second component of (\ref{eq:modes}) has the coefficients $\alpha r_+=-r_+r_-A/\sqrt3$ and $\beta r_-=+r_+r_-A/\sqrt3$. With $r_+r_-=(1-3)/4=-\tfrac12$,
\begin{equation}
a_2(t)=\frac{A}{2\sqrt3}\left[e^{-\lambda_+D_0k^2t}-e^{-\lambda_-D_0k^2t}\right].
\label{eq:a2}
\end{equation}
This starts at zero, becomes negative because the first exponential falls faster, and returns to zero. The term $-\tfrac12D_0\,\partial c_1/\partial x$ in $J_2$ makes component 2 flow down the gradient of component 1, out of the bands rich in 1. The matrix $M$ does not say why. With $G=\mathrm{diag}(1,2)$ the cause is the kinetic coupling $L_{21}=\tfrac12$. But $L=\mathrm{diag}(1,\tfrac12)$ with $G_{11}=G_{22}=2$, $G_{12}=G_{21}=1$ gives the same $M$ with no kinetic coupling; there component 1 raises the chemical potential of component 2. The gradient of component 2 built up in this way later drives it back. Stability means that the whole disturbance dies out in the end, not that each component shrinks at every moment.

The extreme is where the derivative of (\ref{eq:a2}) vanishes, $\lambda_+e^{-\lambda_+D_0k^2t}=\lambda_-e^{-\lambda_-D_0k^2t}$. Taking logarithms,
\begin{equation}
t^*=\frac{\ln(\lambda_+/\lambda_-)}{(\lambda_+-\lambda_-)D_0k^2}.
\end{equation}

\subsection*{Numbers for a banded alloy}

Let component 1 be Al and component 2 Cr in a nickel-rich solid solution near $1150\,^\circ$C. I take $D_0=10^{-10}\,\mathrm{cm^2/s}$, which is $36\,\mu\mathrm{m}^2/\mathrm h$, and bands of wavelength $50\,\mu$m. The Al amplitude is 1 at.\%. The alloy contains Cr, but at first its Cr content is uniform. Then
\begin{align}
k&=\frac{2\pi}{50\,\mu\mathrm m}=0.1257\,\mu\mathrm m^{-1},\qquad
D_0k^2=0.5685\,\mathrm h^{-1},\nonumber\\
\lambda_+D_0k^2&=1.345\,\mathrm h^{-1},\qquad
\lambda_-D_0k^2=0.360\,\mathrm h^{-1}.
\end{align}
The lifetimes, the inverses of these rates, are 0.74 h and 2.8 h. The Cr extreme comes at
\[
t^*=\frac{\ln(2.366/0.634)}{1.732\times0.5685\,\mathrm h^{-1}}=1.34\,\mathrm h,
\]
with an amplitude of $-0.13$ at.\%. The course of the two amplitudes is:
\begin{center}
\begin{tabular}{ccc}
$t$ (h) & Al (at.\%) & Cr (at.\%)\\
0 & 1.000 & 0\\
1 & 0.353 & $-0.126$\\
2 & 0.156 & $-0.121$\\
4 & 0.054 & $-0.067$\\
8 & 0.012 & $-0.016$
\end{tabular}
\end{center}
By 4 h the Cr bands are stronger than the Al bands that caused them. At late times the slow mode remains, and the ratio of the amplitudes approaches $r_-=-1.366$.

The slow mode also sets the annealing time. Neglecting the fast mode, 1\,\% of the Al amplitude is left when $0.2113\,e^{-0.3604\,t/\mathrm h}=0.01$, so $t=\ln(21.13)/0.3604=8.5$ h. With the cross coefficients set to zero and all else held fixed, the Al rate would be $2\times0.5685=1.137\,\mathrm h^{-1}$ and the time $\ln(100)/1.137=4.1$ h. Here the coupling roughly doubles the wait. Wavelength matters more: lifetimes scale as $1/k^2$, so at $200\,\mu$m the slow one is 16 times longer, 44 h.

As a test that uses no eigenvalues, equation (\ref{eq:pde}) was solved by finite differences with 100 points per wavelength. Over 12 h both amplitudes agreed with (\ref{eq:modes}) to about $10^{-4}$ at.\%. In 50 random starts of zero mean in a periodic $50\,\mu$m sample, $E$ summed over the sample fell at every recorded step. After 10 h at most $3.1\times10^{-5}$ of it was left in these runs; the figure depends on the random starts and on the grid. The numerical output below has the remaining figures.

\subsection*{When would stability fail?}

Positive diagonal entries are not enough. Multiply both cross coefficients by $s>0$. The trace stays 3 and the determinant becomes $2-s^2/2$, so
\begin{equation}
\lambda_\pm=\frac{3\pm\sqrt{9-4(2-s^2/2)}}{2}=\frac{3\pm\sqrt{1+2s^2}}{2}.
\end{equation}
The lower root is positive for $s<2$, zero at $s=2$ and negative beyond; at $s=2.5$ it is $-0.337$. A disturbance along that eigenvector then grows at the rate $|\lambda_-|D_0k^2$. This increases without limit as the wavelength shrinks, so the model itself breaks down there. The second law requires a positive definite $L$. The growth then means that $G$ is not positive definite: the uniform solution is unstable against unmixing. In that case the energy cost of steep gradients, left out here, stops the growth of short waves.

How well must the matrix be known? Suppose each entry may be wrong by a fraction of at most $\varepsilon<1$. All entries stay positive, so the eigenvalues stay real and the trace positive. The worst determinant is $2(1-\varepsilon)^2-\tfrac12(1+\varepsilon)^2$. It is positive if $2(1-\varepsilon)>1+\varepsilon$, that is, if $\varepsilon<\tfrac13$. Within that margin the verdict of stability is safe.

\subsection*{How close is this to a real alloy?}

The value of $D_0$ is a rough typical size for such alloys, while the matrix is the one you were given, not a measurement. In a real alloy the entries depend on composition; in particular, the coefficient by which an Al gradient drives a Cr flux must vanish as the Cr content goes to zero. If $D$ doubles for every 10 at.\% of Al, a rough assumption, then for an amplitude of 1 at.\% it differs by 7\,\% between the mean composition and a crest, and by about 15\,\% between trough and crest. With stronger segregation $D$ varies more, and the bands depart further from a pure cosine. A furnace error of 10 K changes $\ln D$ by about 0.16 for an activation energy of roughly 2.8 eV; if the furnace is too hot, $D$ rises by about 17\,\% and the 8.5 h become about 7.2 h. Such a common factor changes the times but not the signs of the eigenvalues. With the rough inputs listed in the output, grain boundaries add at most some 8\,\% to the bulk diffusivity, the value if all of them lay along the flux. That estimate averages over many grains, so for bands narrower than a grain it gives a scale and no more. Coherency strain adds about 6\,\% to the Al term of the free-energy curvature, taken as that of an ideal dilute solution. The gradient energy is negligible at this wavelength, of the order of $10^{-9}$ in relative size.

\section*{Computed results}
\begin{verbatim}
trace, determinant of D/D0: 3.000, 1.500
eigenvalues of D/D0: 2.3660, 0.6340
fast eigenvector: (1, 0.3660)
slow eigenvector: (1, -1.3660)
L = D G^-1 (units of D0): [[2.0, 0.5], [0.5, 0.5]]
D0 = 1.0e-10 cm2/s = 36.00 um2/h
fast, slow diffusivity: 2.366e-10, 6.340e-11 cm2/s
wavelength 50 um, k = 0.12566 1/um
D0 k^2 = 0.5685 1/h
decay rates fast, slow: 1.3451, 0.3604 1/h
lifetimes fast, slow: 0.743, 2.775 h
slow lifetime at 200 um: 44.39 h
start: Al 1.0 at.%, Cr 0 at.%
mode weights fast, slow: 0.7887, 0.2113 at.%
t = 0.0 h: Al 1.0000, Cr +0.0000 at.%
t = 0.5 h: Al 0.5790, Cr -0.0937 at.%
t = 1.0 h: Al 0.3528, Cr -0.1261 at.%
t = 2.0 h: Al 0.1563, Cr -0.1208 at.%
t = 4.0 h: Al 0.0536, Cr -0.0670 at.%
t = 8.0 h: Al 0.0118, Cr -0.0161 at.%
Cr extreme: -0.1305 at.% at t = 1.337 h
Al amplitude down to 1 % after 8.47 h
largest grid-formula difference: 1.1e-04 at.%
50 random starts, largest E(10 h)/E(0): 3.1e-05
cross-coefficient factor at stability limit: 2.0000
lowest eigenvalue at factor 2.5: -0.3371
entry error at stability limit: 0.3333
Neglected effects (relative size, rough inputs):
D doubles per 10 at.% Al: 0.069
10 K error at 1423 K, Q = 2.8 eV: 0.160
grain boundaries, width 0.5 nm, grain 200 um,
  boundary/bulk D ratio 1e+04: 0.075
coherency strain, misfit 0.06 per unit Al fraction,
  E = 130 GPa, Poisson ratio 0.3,
  7 cm3/mol, Al fraction 0.08: 0.063
gradient energy, range 0.36 nm: 2.0e-09
\end{verbatim}
